\section*{Is a ferromagnet above its Curie point a non-magnetic metal?}

\section{The claim}

\textbf{Q.} Above the Curie point a ferromagnet has no magnetization. Its exchange splitting is proportional to the magnetization, so that vanishes too. What remains is an ordinary non-magnetic metal, and I would calculate its energy and spectrum with equal numbers of up and down electrons on every site. What could be wrong with that?

\textbf{A.} The second sentence. Which magnetization does the splitting follow: the average over the crystal, or the moment of the site where the electron sits? Take one orbital per site, with repulsion $U\hat n_{i\uparrow}\hat n_{i\downarrow}$ between two electrons on the same site. Write each $\hat n_{i\sigma}$ as its mean plus a fluctuation and drop the product of the fluctuations:
\begin{equation}
\hat n_{i\uparrow}\hat n_{i\downarrow}\approx
\hat n_{i\uparrow}\langle n_{i\downarrow}\rangle+\hat n_{i\downarrow}\langle n_{i\uparrow}\rangle
-\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle .
\end{equation}
Let every site hold $n$ electrons, with local moment $m_i=\langle n_{i\uparrow}\rangle-\langle n_{i\downarrow}\rangle$. Then $\langle n_{i\uparrow}\rangle=(n+m_i)/2$ and $\langle n_{i\downarrow}\rangle=(n-m_i)/2$, and an electron on site $i$ sees the level
\begin{equation}
U\langle n_{i\downarrow}\rangle=\tfrac{Un}{2}-\tfrac{Um_i}{2}\ \ (\text{spin up}),\qquad
U\langle n_{i\uparrow}\rangle=\tfrac{Un}{2}+\tfrac{Um_i}{2}\ \ (\text{spin down}).
\end{equation}
The splitting is $Um_i$, set by the local moment. The average of $m_i$ vanishes if every $m_i$ is zero, but also if nonzero moments cancel; the simplest such case has half the sites at $+m$ and half at $-m$. You assumed the first.

\textbf{Q.} Then the second must be shown to be possible, and to be lower in energy.

\textbf{A.} Yes, and it is not always possible. I shall use a static mean field with moments that point up or down at random. Rotations to other directions, correlations between neighbouring moments and quantum fluctuations are left out. Energies are per site, in hartree.

\section{Energy with a local splitting}

\textbf{Q.} How do you find the size of the moment?

\textbf{A.} Let $\delta$ be half the local splitting. Measured from $Un/2$, the level is $-\delta$ for the spin along the site's moment (majority) and $+\delta$ for the other (minority). Fill the lowest states of this one-electron problem and call their summed energy $E_{\rm band}$. It contains the hopping energy $\langle T\rangle$ and the level energy:
\begin{equation}
E_{\rm band}=\langle T\rangle-\delta m .
\end{equation}
The mean-field energy of the same electrons is
\begin{equation}
E_{\rm MF}=\langle T\rangle+U\,\frac{n+m}{2}\,\frac{n-m}{2}
=\langle T\rangle+\frac{Un^2}{4}-\frac{Um^2}{4}.
\end{equation}
Now define
\begin{equation}
E(\delta)=E_{\rm band}(\delta)+\frac{\delta^2}{U}+\frac{Un^2}{4}.
\label{energy}
\end{equation}
Subtracting the two energies gives
\begin{equation}
E(\delta)-E_{\rm MF}=-\delta m+\frac{\delta^2}{U}+\frac{Um^2}{4}
=\frac1U\Bigl(\delta-\frac{Um}{2}\Bigr)^2 .
\end{equation}
They agree when $\delta=Um/2$, which is the self-consistency condition. That condition also makes $E(\delta)$ stationary. At fixed electron number the first-order change of the summed lowest levels is the expectation value of the change in the Hamiltonian, so $dE_{\rm band}/d\delta=-m$ and
\begin{equation}
\frac{dE}{d\delta}=-m+\frac{2\delta}{U}=0\quad\Longrightarrow\quad \delta=\frac{Um}{2}.
\end{equation}

\section{Two levels at random}

\textbf{Q.} With random moments there is no periodicity. How do you get the band energy?

\textbf{A.} By the coherent potential approximation (CPA), in a model where it can be derived in a few lines. Link each of $N$ sites to all others by independent random amplitudes $t_{ij}$ of zero mean and variance $t^2/N$. Eliminating all sites except $i$ gives the exact site Green function
\begin{equation}
G_{ii}(z)=\frac{1}{z-\varepsilon_i-\sum_{jk}t_{ij}G^{(i)}_{jk}t_{ki}},
\end{equation}
where $G^{(i)}$ is calculated with site $i$ removed and so does not depend on $t_{ij}$. For large $N$ the terms $j\ne k$ average out, and the terms $j=k$ sum to $t^2$ times the site average $G$. With $x=z-t^2G$,
\begin{equation}
G_{ii}=\frac1{x-\varepsilon_i}.
\end{equation}
If all levels are zero, $G=1/(z-t^2G)$, or $t^2G^2-zG+1=0$. The root that decays as $1/z$ gives a semicircular density of states per spin, with half-width $D=2t$:
\begin{equation}
G_0=\frac{2}{D^2}\bigl(E-i\sqrt{D^2-E^2}\bigr),\qquad
\rho_0=-\frac1\pi{\rm Im}\,G_0=\frac{2}{\pi D^2}\sqrt{D^2-E^2}.
\label{bare}
\end{equation}

For random moments, a spin-up electron finds $-\delta$ on half the sites and $+\delta$ on the other half. Averaging over the two gives the two-level CPA condition
\begin{equation}
G=\frac12\left[\frac1{x+\delta}+\frac1{x-\delta}\right]=\frac{x}{x^2-\delta^2}.
\label{cpa}
\end{equation}
Insert $G=(z-x)/t^2$ and multiply out $(z-x)(x^2-\delta^2)=t^2x$:
\begin{equation}
x^3-zx^2+(t^2-\delta^2)x+z\delta^2=0 .
\end{equation}
Inside a band one takes the root with ${\rm Im}\,x>0$, because ${\rm Im}\,G<0$.

\textbf{Q.} And a spin-down electron?

\textbf{A.} It finds $+\delta$ where the other found $-\delta$, and the reverse. Half the sites are of each kind, so \eqref{cpa} is unchanged. The averaged spectra of the two spins coincide and the net magnetization is zero.

\section{What the spectra show}

\textbf{Q.} If the two spins have the same spectrum, where is the splitting?

\textbf{A.} In the spectrum of a single site. On a site whose moment is up, the up and down densities of states come from $1/(x+\delta)$ and $1/(x-\delta)$. At large $z$, $G\approx1/z$ and $x\approx z-t^2/z$, so
\begin{equation}
\frac1{x\pm\delta}=\frac1z\mp\frac{\delta}{z^2}+\frac{t^2+\delta^2}{z^3}+\dots
\end{equation}
A density of states with moments $M_k=\int E^k\rho\,dE$ has the Green function $\sum_kM_k/z^{k+1}$. The centres of gravity are therefore $-\delta$ and $+\delta$: the local splitting is $2\delta=Um$. In the average over sites the first moments cancel, but the variance is $t^2+\delta^2$, against $t^2$ for the non-magnetic metal. Disorder has hidden the spin label and left a broader spectrum.

\textbf{Q.} Should I then see two separate peaks, with a gap between them?

\textbf{A.} Not necessarily. A band edge is where two real roots $x$ merge before turning complex. There $z=x+t^2x/(x^2-\delta^2)$ has zero slope:
\begin{equation}
1-\frac{t^2(x^2+\delta^2)}{(x^2-\delta^2)^2}=0 .
\end{equation}
With $u=x^2$ this becomes $u^2-(2\delta^2+t^2)u+\delta^2(\delta^2-t^2)=0$, so
\begin{equation}
u=\tfrac12\Bigl[2\delta^2+t^2\pm t\sqrt{t^2+8\delta^2}\Bigr].
\end{equation}
The product of the roots is $\delta^2(\delta^2-t^2)$. For $\delta<t$ one root is negative and there are two edges, hence one band. For $\delta>t$ both are positive, there are four edges, and a gap separates two bands. With $0<\delta<t$ every site is split although the averaged spectrum has no gap.

\section{Numbers for a definite case}

\textbf{Q.} Put in numbers. How far is my non-magnetic metal from the state with random moments?

\textbf{A.} Take the round model values $D=0.1$ and $U=0.4$ hartree, with $n=0.6$. We need the hopping energy of the bare band first. For one spin filled to $E_F$, with $s=\sqrt{D^2-E_F^2}$,
\begin{equation}
T=\int_{-D}^{E_F}E\rho_0\,dE=-\frac{2s^3}{3\pi D^2},
\end{equation}
because the derivative of $(D^2-E^2)^{3/2}$ is $-3E\sqrt{D^2-E^2}$. Your metal has $0.3$ electrons of each spin and $E_F=-0.0320$ hartree. This gives $s=0.0947$ hartree and $2T=-0.0361$ hartree. The repulsion is $Un^2/4=0.4\times0.36/4=0.0360$ hartree. The two nearly cancel:
\begin{equation}
E_{\rm NM}=-0.0001\ \text{hartree}.
\end{equation}

For random moments, solving the cubic together with $\delta=Um/2$ gives $m=0.575$, counted in electrons, and
\begin{equation}
2\delta=Um=0.4\times0.575=0.230\ \text{hartree}=6.3\ \text{eV},\qquad
E_{\rm DLM}=-0.0175\ \text{hartree}.
\end{equation}
DLM stands for disordered local moments. Within static mean field the state lies $0.0174$ hartree, or $0.47$ eV, below your metal, whose up and down electrons do not avoid each other at all.

\textbf{Q.} Where does that gain come from?

\textbf{A.} A site now holds $0.5874$ majority and $0.0126$ minority electrons, so its repulsion is $0.4\times0.5874\times0.0126=0.0030$ hartree instead of $0.0360$. The hopping energy is then $-0.0175-0.0030=-0.0205$ hartree, or $-0.0204$ with unrounded values, instead of $-0.0361$. About $0.033$ hartree of repulsion is saved, and about $0.016$ hartree of hopping energy is paid for it.

\textbf{Q.} And the ordered ferromagnet?

\textbf{A.} Its lowest uniform state is fully polarized, $m=n=0.6$. It has no repulsion, and its energy is $T$ for $0.6$ electrons of one spin, $E_{\rm FM}=-0.0204$ hartree. Its splitting is $Um=0.240$ hartree. Destroying the order completely has therefore left $0.230/0.240=96\%$ of the splitting, at a cost of
\begin{equation}
E_{\rm DLM}-E_{\rm FM}=0.0030\ \text{hartree}=0.08\ \text{eV}.
\end{equation}
In this mean field, forming moments and aligning them are governed by energies that differ by a factor of about six.

\textbf{Q.} Could an antiferromagnet be lower still?

\textbf{A.} Let the links join only sites of opposite halves, keeping the same bare band. Hopping $\varepsilon$ mixes a mode on one half, at level $-\delta$, with a mode on the other, at $+\delta$; the energies are $\pm\sqrt{\varepsilon^2+\delta^2}$. Counting both spins, the lower branch has density $2\rho_0(\varepsilon)$ per site for $\varepsilon>0$. The electrons fill it from $\varepsilon=D$ down to $\varepsilon_c$:
\begin{equation}
n=2\int_{\varepsilon_c}^{D}\rho_0\,d\varepsilon,\qquad
E_{\rm band}=-2\int_{\varepsilon_c}^{D}\rho_0\sqrt{\varepsilon^2+\delta^2}\,d\varepsilon .
\end{equation}
Minimizing \eqref{energy} over $\delta$ gives $-0.0096$ hartree, above the random moments. Among these four mean-field states the ferromagnet is lowest; spirals and other patterns were not compared.

This ordering belongs to the approximation. At $U=4D$ electrons can also avoid each other without a static moment. A Gutzwiller wave function with equal up and down numbers and no doubly occupied sites pays no repulsion and, in the Gutzwiller approximation, keeps the fraction $(1-n)/(1-n/2)=0.4/0.7$ of the hopping energy. That gives $0.571\times(-0.0361)=-0.0206$ hartree, already below the ferromagnet, and allowing $0.007$ doubly occupied sites per site lowers it to $-0.0234$. The model therefore shows how a one-determinant calculation behaves with and without local moments. It does not show that this single band is a ferromagnet, and its energies and temperatures are not those of any real metal.

\textbf{Q.} How does the spectrum with random moments compare with that of my non-magnetic metal?

\textbf{A.} Here $t=0.05$ hartree and $\delta=0.115$ hartree, so $\delta>t$ and there is a gap. The bands with random moments run from $-0.190$ to $-0.051$ and from $0.051$ to $0.190$ hartree. The Fermi energy, $-0.109$ hartree, lies inside the lower band, so the state is still a metal. The root-mean-square width of the spectrum is
\begin{equation}
\sqrt{t^2+\delta^2}=\sqrt{0.0025+0.0132}=0.125\ \text{hartree},
\end{equation}
against $0.050$ hartree in your metal. The density of states at the Fermi energy, both spins together, is $9.0$ instead of $12.1$ per hartree.

\textbf{Q.} All this rests on an average. Would one actual arrangement of moments behave in the same way?

\textbf{A.} The numerical check diagonalizes a random hopping matrix for $1400$ sites, half with each moment direction, for both spins, with the site levels held at the $\mp\delta$ found above rather than readjusted site by site. It takes the energy directly from the occupied eigenvectors and finds $-0.0175$ hartree, with a site-averaged local moment of $0.575$. The net moment per site is $-0.0014$, an excess of two down electrons in the whole sample.

\section{When the belief is right}

\textbf{Q.} You said that random moments are not always possible. When do they fail?

\textbf{A.} Compare the conditions for a small uniform moment and for small random ones. In the uniform case the spins hold $(n\pm m)/2$ electrons. Since $dT/df=E_F$ for a spin holding $f$ electrons, $d^2T/df^2=dE_F/df=1/\rho_0(E_F)$, and to second order in $m$
\begin{equation}
E(m)-E(0)=\frac{m^2}{4}\left[\frac1{\rho_0(E_F)}-U\right].
\end{equation}
The non-magnetic state is unstable to uniform order above
\begin{equation}
U_{\rm uni}=\frac1{\rho_0(E_F)}=\frac{\pi D^2}{2s}.
\end{equation}

For random moments, $G$ in \eqref{cpa} is even in $\delta$, so to first order $x$ keeps its bare value $1/G_0$ and $E_F$ does not move. The local difference is
\begin{equation}
\frac1{x+\delta}-\frac1{x-\delta}\approx-\frac{2\delta}{x^2}=-2\delta G_0^2 .
\end{equation}
From \eqref{bare}, ${\rm Im}\,G_0^2=-(8/D^4)E\sqrt{D^2-E^2}$, and therefore
\begin{equation}
m=\frac{2\delta}{\pi}\int_{-D}^{E_F}{\rm Im}\,G_0^2\,dE
=\frac{2\delta}{\pi}\,\frac{8s^3}{3D^4}=\frac{16\,\delta s^3}{3\pi D^4}.
\end{equation}
Setting $\delta=Um/2$ and cancelling $m$ gives
\begin{equation}
U_{\rm ran}=\frac{3\pi D^4}{8s^3},\qquad
\frac{U_{\rm ran}}{U_{\rm uni}}=\frac{3D^2}{4s^2}.
\end{equation}
The ratio exceeds one when $s^2<3D^2/4$, that is, when $|E_F|>D/2$. For a band less than half full this means $n<0.39$. Between the two thresholds a uniform moment can grow while small random moments die out.

\textbf{Q.} Small ones, yes. Might a large random moment support itself?

\textbf{A.} The expansion cannot exclude that, so it has to be checked. Take $n=0.3$ and $U=0.208$ hartree, between $U_{\rm uni}=0.194$ and $U_{\rm ran}=0.221$ hartree. The ferromagnet has $m=0.26$ and lies $0.00014$ hartree below the non-magnetic metal. For random moments, impose $\delta$ and ask whether the moment it produces gives it back. Since $m\le n$, no solution can have $\delta$ above $Un/2$. On a grid of 30 values from $0.001$ hartree up to that limit, the largest value of $Um/(2\delta)$ is $0.94$. A solution needs $1$, and none is found.

In that case, if all local moments have the same size, losing the order with random up and down moments means losing the moments, and your picture holds. Short-range order, which the model omits, could change this: a site surrounded by parallel neighbours is closer to the uniform case.

\section{Temperature}

\textbf{Q.} Return to the first case. At zero temperature the ferromagnet wins. Why should heating produce random moments and not remove them?

\textbf{A.} Each moment can point in two directions, so $N$ random moments have about $2^N$ arrangements, and typical ones have the same energy per site for large $N$. This lowers the free energy by $k_BT\ln2$ per site, a gain that the non-magnetic metal lacks. The count is an estimate for large, well-formed moments. It does not go to zero as $m\to0$, where the arrangements cease to be distinct states, and without hopping only the occupied sites carry a spin, so the exact spin entropy there is $n\ln2$ rather than $\ln2$. If the entropy of the electrons is neglected, the random state passes below the fully ordered one at
\begin{equation}
k_BT^*=\frac{E_{\rm DLM}-E_{\rm FM}}{\ln2}=\frac{0.00296}{0.693}=0.0043\ \text{hartree},
\qquad T^*\approx1350\ \text{K}.
\end{equation}

\textbf{Q.} So that is the Curie temperature?

\textbf{A.} No. Partly ordered states were not included, and they may still be lowest somewhat above $T^*$. What $T^*$ supplies is a temperature scale for disordering the moments. At $2T^*\approx2700$ K I add the electronic entropy and choose $\delta$ afresh for each magnetic state. The free energies are then $-0.0245$ hartree for random moments, $-0.0212$ for the uniform ferromagnet and $-0.0015$ for your metal. The local moment is still $0.57$.

\textbf{Q.} At what temperature would the splitting disappear in the way I imagined, with all sites remaining equal?

\textbf{A.} Thermal smearing of the occupations must then do all the work. Let $f(E)$ be the Fermi function. Levels shifted by $\mp\delta$ produce, to first order at fixed $n$, the moment $m=2\delta\int\rho_0(-f')\,dE$. With $\delta=Um/2$ the uniform moment vanishes at the Stoner temperature $T_S$, where
\begin{equation}
U\int\rho_0(E)\,\bigl(-f'(E)\bigr)\,dE=1 .
\end{equation}
For our numbers $k_BT_S=0.077$ hartree, about $24\,000$ K and some eighteen times $T^*$. Long before that, the moments can lose their common direction at much lower cost.

\textbf{Q.} Then I should not set the splitting to zero merely because the magnetization is zero.

\textbf{A.} Solve for the local moment in the disordered state first. The value $m=0$ always satisfies $\delta=Um/2$, so look for a finite solution and compare free energies at the temperature of interest, because the entropies of the two states differ. Include the term $k_BT\ln2$ only when the moment is large; for a small moment it would favour the random state spuriously. If one exists and lies below the non-magnetic state, the paramagnet has a local splitting $Um$, and its energy and averaged spectrum must be calculated with that splitting present. If $m=0$ is the only solution, or no finite one lies lower, the non-magnetic metal is the right paramagnet at this level of theory. All of this holds within static mean field; when $U$ exceeds the bandwidth, a correlated state without static moments can lie below both candidates.

\section*{Calculated quantities}
\begin{verbatim}
half-width D: 0.100 hartree
repulsion U: 0.400 hartree
electrons per site n: 0.60
E non-magnetic: -0.00010 hartree
E antiferromagnet: -0.00964 hartree
E disordered moments: -0.01747 hartree
E ferromagnet: -0.02043 hartree
E_NM - E_DLM: 0.01737 hartree
E_NM - E_DLM: 0.473 eV
E_DLM - E_FM: 0.00296 hartree
E_DLM - E_FM: 0.081 eV
FM moment: 0.6000 mu_B (spin)
DLM local moment: 0.5747 mu_B (spin)
DLM half-splitting delta: 0.11494 hartree
DLM local splitting 2 delta: 0.22988 hartree
DLM local splitting 2 delta: 6.26 eV
FM splitting U m: 0.24000 hartree
majority electrons per site: 0.5874
minority electrons per site: 0.0126
DLM inner band edge (+/-): 0.0507 hartree
DLM outer band edge (+/-): 0.1904 hartree
rms width, NM spectrum: 0.0500 hartree
rms width, DLM spectrum: 0.1253 hartree
Fermi energy NM: -0.0320 hartree
Fermi energy DLM: -0.1093 hartree
total DOS at E_F, NM: 12.06 per hartree
total DOS at E_F, DLM: 9.00 per hartree
sample sites: 1400
sample E non-magnetic: 0.00000 hartree
sample E disordered: -0.01748 hartree
sample E ferromagnet: -0.02043 hartree
sample local moment: 0.5748 mu_B (spin)
sample net moment: -0.0014 mu_B (spin)
main case: uniform threshold U: 0.1658 hartree
main case: random threshold U: 0.1385 hartree
filling where thresholds meet: 0.3910
weak case: n: 0.30
weak case: U: 0.2080 hartree
weak case: uniform threshold U: 0.1937 hartree
weak case: random threshold U: 0.2209 hartree
weak case: FM moment: 0.257 mu_B (spin)
weak case: FM energy gain: 0.000136 hartree
weak case: largest U m/(2 delta): 0.941
k_B T*: 0.00427 hartree
T*: 1349 K
2 T*: 2699 K
DLM moment at 2 T*: 0.5745 mu_B (spin)
F disordered at 2 T*: -0.02446 hartree
F ferromagnet at 2 T*: -0.02118 hartree
F non-magnetic at 2 T*: -0.00154 hartree
k_B T Stoner: 0.0774 hartree
T Stoner: 24454 K
\end{verbatim}
